# Resistance-change lobes around a through-silicon via and their area: a program that tests the result

```python
"""
Result under test: around a round via the resistance change of a small resistor
is dR/R = K cos(2 theta)/r^2.  The set |dR/R| >= t then has four lobes whose
total area, counted from the via centre, is 2 r_m^2, with r_m^2 = |K|/t.

Symbols: a via radius; r, theta polar position, theta from the current (x) axis;
E, nu Young modulus and Poisson ratio; e misfit strain of the via relative to
silicon; S = -E e radial stress at the wall at the free surface;
pi44 shear piezoresistance coefficient; K = pi44 S a^2; q = a^2/r_m^2.
Lengths in um, stresses in GPa, piezoresistance in 1/GPa, temperatures in K.
Material parameters are rough typical inputs for a copper via in silicon.
"""
import numpy as np
import sympy as sp
from scipy import ndimage
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# ---------------------------------------------------------------- inputs
a = 2.5
E_si, nu_si = 160.0, 0.22
E_cu, nu_cu = 120.0, 0.35
E_ox, nu_ox = 70.0, 0.17
dalpha_cu, dalpha_ox = 14e-6, -2.1e-6      # expansion minus that of silicon
T_free, T_use, T_hot = 450.0, 300.0, 375.0
pi11, pi12, pi44 = 0.06, -0.01, 1.0
threshold = 0.05
liner = 0.2
via_length = 50.0
pitch = 40.0
resistor_length = 2.0
C11, C12, C44 = 166.0, 64.0, 80.0          # cubic silicon

# ---------------------------------------------------------------- formulas
e_cu = dalpha_cu * (T_use - T_free)
e_ox = dalpha_ox * (T_use - T_free)
S = -E_si * e_cu
sigma_deep = S / (2 * (1 - nu_si))
K = pi44 * S * a**2
r_m = np.sqrt(abs(K) / threshold)
q = a**2 / r_m**2
area_lobes = 2 * r_m**2
area_silicon = 2*r_m**2*np.sqrt(1 - q**2) - 2*a**2*np.arccos(q)
area_union = 2*r_m**2*np.sqrt(1 - q**2) + 2*a**2*np.arcsin(q)
assert q < 1


# ------------------------------------------- pixel map from the tensor laws
def resistance_change(x, y):
    """Stress tensor from its polar definition, then cubic piezoresistance."""
    r = np.hypot(x, y)
    radial = (x / r, y / r)
    hoop = (-y / r, x / r)
    size = S * a**2 / r**2
    stress = [[size * (radial[i]*radial[j] - hoop[i]*hoop[j])
               for j in range(2)] for i in range(2)]
    c = np.sqrt(0.5)
    rot = np.array([[c, -c], [c, c]])      # device axes to cube axes

    def cube(i, j):
        return sum(rot[i, m] * rot[j, n] * stress[m][n]
                   for m in range(2) for n in range(2))
    s11, s22, s12 = cube(0, 0), cube(1, 1), cube(0, 1)
    rho11 = pi11 * s11 + pi12 * s22
    rho22 = pi11 * s22 + pi12 * s11
    rho12 = pi44 * s12
    return c*c*rho11 + c*c*rho22 + 2*c*c*rho12


n_pix = 1600
half = 1.05 * r_m
step = 2 * half / n_pix
axis = -half + step * (np.arange(n_pix) + 0.5)
X, Y = np.meshgrid(axis, axis, indexing="ij")
change = resistance_change(X, Y)
radius = np.hypot(X, Y)
hit = np.abs(change) >= threshold
outside = radius > a
pixel_lobes = hit.sum() * step**2
pixel_silicon = (hit & outside).sum() * step**2
pixel_union = (hit | ~outside).sum() * step**2
pixel_positive = (change >= threshold).sum() * step**2
labels, n_lobes = ndimage.label(hit & outside)
lobe_sizes = np.bincount(labels.ravel())[1:] * step**2
assert abs(pixel_lobes / area_lobes - 1) < 0.005
assert abs(pixel_silicon / area_silicon - 1) < 0.005
assert abs(pixel_union / area_union - 1) < 0.005
assert abs(pixel_positive / r_m**2 - 1) < 0.005
assert n_lobes == 4
assert np.ptp(lobe_sizes) < 0.01 * lobe_sizes.mean()
assert abs(radius[hit].max() - r_m) < 2 * step

# ------------------------------------- surface solution, symbolic check
x, y, z = sp.symbols("x y z", real=True)
nu = sp.symbols("nu", positive=True)
# wave numbers 3 and 4 in the plane give decay rate 5
phi = sp.exp(-5*z) * sp.cos(3*x) * sp.cos(4*y)
phi_z = sp.diff(phi, z)
disp = [(1 - 2*nu)*sp.diff(phi, x) + z*sp.diff(phi_z, x),
        (1 - 2*nu)*sp.diff(phi, y) + z*sp.diff(phi_z, y),
        -2*(1 - nu)*phi_z + z*sp.diff(phi_z, z)]     # 2 G times displacement
xyz = (x, y, z)
div = sum(sp.diff(disp[i], xyz[i]) for i in range(3))
for i in range(3):
    lap = sum(sp.diff(disp[i], v, 2) for v in xyz)
    assert sp.simplify(lap + sp.diff(div, xyz[i]) / (1 - 2*nu)) == 0
szz = (sp.diff(disp[2], z) + nu/(1 - 2*nu)*div).subs(z, 0)
shear = (sp.diff(disp[0], z) + sp.diff(disp[2], x)).subs(z, 0)
div_plane = (sp.diff(disp[0], x) + sp.diff(disp[1], y)).subs(z, 0)
assert sp.simplify(shear) == 0
assert sp.simplify(div_plane - (1 - 2*nu)*szz) == 0


# --------------------------------- axisymmetric finite elements (a = 1)
def via_elements(depth, young, poisson, misfit):
    """Half of a via between two free faces; depth is the half length over a.
    Material triples are (via, liner, silicon).  Returns silicon radii and
    r^2 (s_rr - s_tt)/2 at the free face and at the middle plane."""
    t = liner / a
    k = np.arange(1, 58)
    r = np.concatenate([np.linspace(0, 1, 21), np.linspace(1, 1 + t, 4)[1:],
                        1 + t + 0.04 * (1.08**k - 1) / 0.08])
    zn = depth * (1.1**np.arange(49) - 1) / (1.1**48 - 1)
    m = len(zn)
    region = np.full(len(r) - 1, 2)
    region[:20] = 0
    region[20:23] = 1
    i, j = np.meshgrid(np.arange(len(r)-1), np.arange(m-1), indexing="ij")
    i, j = i.ravel(), j.ravel()
    nodes = np.stack([i*m+j, (i+1)*m+j, (i+1)*m+j+1, i*m+j+1], axis=1)
    dofs = np.stack([2*nodes, 2*nodes+1], axis=2).reshape(-1, 8)
    hr, hz = np.diff(r)[i][:, None], np.diff(zn)[j][:, None]
    ym, pr, ms = (np.array(v)[region[i]] for v in (young, poisson, misfit))
    lam, mu = ym*pr/((1+pr)*(1-2*pr)), ym/(2*(1+pr))
    D = np.zeros((len(i), 4, 4))
    D[:, :3, :3] = lam[:, None, None]
    for d in range(3):
        D[:, d, d] += 2*mu
    D[:, 3, 3] = mu
    stiff = np.zeros((len(i), 8, 8))
    load = np.zeros((len(i), 8))
    g = 1 / np.sqrt(3)
    for s in (-g, g):
        for w in (-g, g):
            shape = np.array([(1-s)*(1-w), (1+s)*(1-w),
                              (1+s)*(1+w), (1-s)*(1+w)]) / 4
            d_s = np.array([-(1-w), 1-w, 1+w, -(1+w)]) / 4
            d_w = np.array([-(1-s), -(1+s), 1+s, 1-s]) / 4
            rad = r[i][:, None] + hr*(1+s)/2
            B = np.zeros((len(i), 4, 8))
            B[:, 0, 0::2] = d_s * 2 / hr
            B[:, 1, 1::2] = d_w * 2 / hz
            B[:, 2, 0::2] = shape / rad
            B[:, 3, 0::2] = d_w * 2 / hz
            B[:, 3, 1::2] = d_s * 2 / hr
            weight = (rad * hr * hz / 4)[:, 0]
            BD = B.transpose(0, 2, 1) @ D
            stiff += (BD @ B) * weight[:, None, None]
            load += BD[:, :, :3].sum(axis=2) * (ms * weight)[:, None]
    size = 2 * len(r) * m
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    A = coo_matrix((stiff.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    f = np.bincount(dofs.ravel(), weights=load.ravel(), minlength=size)
    fixed = np.concatenate([2*np.arange(m), 2*(np.arange(len(r))*m+m-1)+1])
    free = np.setdiff1d(np.arange(size), fixed)
    u = np.zeros(size)
    u[free] = spsolve(A[free][:, free].tocsc(), f[free])
    G = young[2] / (2*(1 + poisson[2]))
    r0, r1 = r[23:-1], r[24:]
    mid = (r0 + r1) / 2
    result = [mid]
    for row in (0, m-1):
        ur = u[2*(np.arange(len(r))*m + row)]
        u0, u1 = ur[23:-1], ur[24:]
        result.append(G*((u1-u0)/(r1-r0) - (u0+u1)/2/mid) * r0 * r1)
    return result


R, top, middle = via_elements(40, (E_si,)*3, (nu_si,)*3, (e_cu, 0, 0))
window = (R > 2) & (R < 4)
# two per cent allows for the element size and the finite block
assert np.max(np.abs(top[window] / S - 1)) < 0.02
assert np.max(np.abs(middle[window] / sigma_deep - 1)) < 0.02
fem_top = np.interp(r_m/a, R, top)
fem_middle = np.interp(r_m/a, R, middle)

# copper with its own constants, no liner
R, top_cu, middle_cu = via_elements(
    40, (E_cu, E_si, E_si), (nu_cu, nu_si, nu_si), (e_cu, 0, 0))
sigma_cu = -(1+nu_cu)*e_cu / ((1+nu_cu)*(1-2*nu_cu)/E_cu + (1+nu_si)/E_si)
assert np.max(np.abs(middle_cu[window] / sigma_cu - 1)) < 0.02
axial_cu = 2*nu_cu*sigma_cu - E_cu*e_cu
mises_cu = abs(axial_cu - sigma_cu)
ratio_cu = np.interp(r_m/a, R, top_cu) / S

# copper, oxide liner, finite length
R, top_full, _ = via_elements(
    via_length/(2*a), (E_cu, E_ox, E_si), (nu_cu, nu_ox, nu_si),
    (e_cu, e_ox, 0))
ratio_full = np.interp(r_m/a, R, top_full) / S
ratio_full_far = np.interp(2*r_m/a, R, top_full) / S


# ------------------------- cubic elasticity of silicon, Fourier solution
def lobe_area_cubic(c11, c12, c44):
    """Silicon area over threshold for the deep field, in units of a^2,
    scaled to the surface by the isotropic factor."""
    n, box = 1024, 24.0
    h = box / n
    line = (np.arange(n) - n//2) * h
    px, py = np.meshgrid(line, line, indexing="ij")
    dist = np.hypot(px, py)
    wave = 2*np.pi*np.fft.fftfreq(n, h)
    kx, ky = np.meshgrid(wave, wave, indexing="ij")
    k2 = kx**2 + ky**2
    kxx = c11*kx**2 + c44*ky**2
    kyy = c11*ky**2 + c44*kx**2
    kxy = (c12 + c44)*kx*ky
    det = kxx*kyy - kxy**2
    det[0, 0] = 1.0
    vx = (kyy*kx - kxy*ky) / det
    vy = (kxx*ky - kxy*kx) / det
    disc = np.fft.fft2((dist < 1).astype(float))
    disc *= np.exp(-k2*(1.5*h)**2/2)       # smooths the pixel edge
    s12 = np.fft.ifft2(c44*(c11+2*c12)*e_cu*disc*(kx*vy + ky*vx)).real
    over = np.abs(pi44*2*(1-nu_si)*s12) >= threshold
    return (over & (dist > 1)).sum() * h**2


lam_si = E_si*nu_si/((1+nu_si)*(1-2*nu_si))
mu_si = E_si/(2*(1+nu_si))
area_iso = lobe_area_cubic(lam_si + 2*mu_si, lam_si, mu_si) * a**2
area_cubic = lobe_area_cubic(C11, C12, C44) * a**2
# two per cent allows for pixels, edge smoothing and periodic images
assert abs(area_iso / area_silicon - 1) < 0.02

# ---------------------------------------------- other neglected effects
hot_load = (T_free - T_hot) / (T_free - T_use)
hot_total = hot_load * T_use / T_hot
neighbour = (r_m / (pitch - r_m))**2
lo, hi = r_m - resistor_length/2, r_m + resistor_length/2
mean_change = quad(lambda s: float(resistance_change(s, 0.0)), lo, hi)[0]
mean_change /= resistor_length
length_factor = 1 / (1 - (resistor_length/(2*r_m))**2)
assert abs(mean_change / threshold - length_factor) < 1e-8
exp_plus = threshold / np.log(1 + threshold)
exp_minus = -threshold / np.log(1 - threshold)

# ---------------------------------------------------------------- output
print(f"via radius a = {a:.2f} um")
print(f"silicon E = {E_si:.0f} GPa, nu = {nu_si:.2f}")
print(f"expansion difference = {dalpha_cu*1e6:.1f} ppm/K")
print(f"stress-free T = {T_free:.0f} K, use T = {T_use:.0f} K")
print(f"misfit strain e = {e_cu:.5f}")
print(f"pi11, pi12, pi44 = {pi11:.2f}, {pi12:.2f}, {pi44:.2f} 1/GPa")
print(f"threshold t = {100*threshold:.1f} %")
print(f"deep wall stress = {1000*sigma_deep:.1f} MPa")
print(f"surface wall stress S = {1000*S:.1f} MPa")
print(f"surface/deep factor = {S/sigma_deep:.3f}")
print(f"FEM surface amplitude = {1000*fem_top:.1f} MPa")
print(f"FEM deep amplitude = {1000*fem_middle:.1f} MPa")
print(f"dR/R at wall on x axis = {100*K/a**2:.1f} %")
print(f"K = {K:.3f} um^2")
print(f"tip radius r_m = {r_m:.3f} um, r_m/a = {r_m/a:.3f}")
print(f"stress at tip = {1000*S*q:.1f} MPa")
print(f"q = a^2/r_m^2 = {q:.4f}")
print(f"four-lobe area 2 r_m^2 = {area_lobes:.2f} um^2")
print(f"four-lobe area, pixels = {pixel_lobes:.2f} um^2")
print(f"one lobe = {r_m**2/2:.2f} um^2")
print(f"positive lobes, pixels = {pixel_positive:.2f} um^2")
print(f"silicon outside via = {area_silicon:.2f} um^2")
print(f"silicon outside via, pixels = {pixel_silicon:.2f} um^2")
print(f"lobes plus via disc = {area_union:.2f} um^2")
print(f"lobes plus via disc, pixels = {pixel_union:.2f} um^2")
print(f"via disc = {np.pi*a**2:.2f} um^2")
print(f"circle through tips = {np.pi*r_m**2:.2f} um^2")
print(f"lobes/circle = {area_lobes/(np.pi*r_m**2):.4f}")
print(f"number of lobes outside via = {n_lobes}")
print("Neglected effects:")
print(f"copper E = {E_cu:.0f} GPa, nu = {nu_cu:.2f}")
print(f"copper constants: tip stress x {ratio_cu:.3f}")
print(f"oxide E = {E_ox:.0f} GPa, nu = {nu_ox:.2f}")
print(f"oxide expansion difference = {dalpha_ox*1e6:.1f} ppm/K")
print(f"liner = {liner:.2f} um, via length = {via_length:.0f} um")
print(f"copper+liner+length: at r_m x {ratio_full:.3f}")
print(f"copper+liner+length: at 2 r_m x {ratio_full_far:.3f}")
print(f"deep copper von Mises = {1000*mises_cu:.0f} MPa")
print(f"cubic C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa")
print(f"silicon area, isotropic Fourier = {area_iso:.1f} um^2")
print(f"silicon area, cubic Fourier = {area_cubic:.1f} um^2")
print(f"cubic/isotropic area = {area_cubic/area_iso:.3f}")
print(f"use at {T_hot:.0f} K: stress x {hot_load:.3f}")
print(f"same with pi44 ~ 1/T: lobe area x {hot_total:.3f}")
print(f"via pitch = {pitch:.0f} um")
print(f"neighbour via at tip = {100*neighbour:.1f} % of t")
print(f"resistor length = {resistor_length:.1f} um")
print(f"length averaging at tip: x {length_factor:.4f}")
print(f"exponential law, positive lobes: area x {exp_plus:.4f}")
print(f"exponential law, negative lobes: area x {exp_minus:.4f}")
print("checks complete")
```

Running it gives:

```
via radius a = 2.50 um
silicon E = 160 GPa, nu = 0.22
expansion difference = 14.0 ppm/K
stress-free T = 450 K, use T = 300 K
misfit strain e = -0.00210
pi11, pi12, pi44 = 0.06, -0.01, 1.00 1/GPa
threshold t = 5.0 %
deep wall stress = 215.4 MPa
surface wall stress S = 336.0 MPa
surface/deep factor = 1.560
FEM surface amplitude = 335.6 MPa
FEM deep amplitude = 215.3 MPa
dR/R at wall on x axis = 33.6 %
K = 2.100 um^2
tip radius r_m = 6.481 um, r_m/a = 2.592
stress at tip = 50.0 MPa
q = a^2/r_m^2 = 0.1488
four-lobe area 2 r_m^2 = 84.00 um^2
four-lobe area, pixels = 83.99 um^2
one lobe = 21.00 um^2
positive lobes, pixels = 41.99 um^2
silicon outside via = 65.30 um^2
silicon outside via, pixels = 65.29 um^2
lobes plus via disc = 84.93 um^2
lobes plus via disc, pixels = 84.93 um^2
via disc = 19.63 um^2
circle through tips = 131.95 um^2
lobes/circle = 0.6366
number of lobes outside via = 4
Neglected effects:
copper E = 120 GPa, nu = 0.35
copper constants: tip stress x 1.037
oxide E = 70 GPa, nu = 0.17
oxide expansion difference = -2.1 ppm/K
liner = 0.20 um, via length = 50 um
copper+liner+length: at r_m x 1.006
copper+liner+length: at 2 r_m x 1.010
deep copper von Mises = 175 MPa
cubic C11, C12, C44 = 166, 64, 80 GPa
silicon area, isotropic Fourier = 65.2 um^2
silicon area, cubic Fourier = 74.9 um^2
cubic/isotropic area = 1.149
use at 375 K: stress x 0.500
same with pi44 ~ 1/T: lobe area x 0.400
via pitch = 40 um
neighbour via at tip = 3.7 % of t
resistor length = 2.0 um
length averaging at tip: x 1.0244
exponential law, positive lobes: area x 1.0248
exponential law, negative lobes: area x 0.9748
checks complete
```
